Labelling generalized regular k-point grids and the Smith normal form

**Labelling and folding a generalized regular k-point grid with the Smith normal form**

**Definitions and conventions**

The columns of the 3×3 matrix A are the basis vectors of a crystal lattice. The reciprocal basis R is fixed by R^T A = 2π·1, so R = 2πA^(−T). A supercell has basis AN, with N an integer matrix and det N = n > 0. Its reciprocal basis is

K = 2π(AN)^(−T) = R N^(−T),

because (AN)^(−T) = A^(−T)N^(−T). With H = N^T this reads

R = KH, K = RH^(−1), det H = n.

A generalized regular grid is the set of points

k = K(z + s), z in Z³,

with a fixed rational shift s, two points counting as one when they differ by a reciprocal lattice vector Rμ (μ always denotes an integer vector). A diagonal H gives a Monkhorst–Pack grid; here H is any integer matrix. Since K(z − z′) = Rμ = KHμ,

k ~ k′ if and only if z − z′ lies in HZ³.

The fractional coordinates of k are f = R^(−1)k = H^(−1)(z + s). An integer matrix of determinant ±1 is called unimodular; its inverse is integer too, so it maps Z³ onto Z³. The adjugate obeys adj(H) = nH^(−1) and is integer.

G is a finite group of orthogonal matrices Q that map the reciprocal lattice to itself, so that X = R^(−1)QR is integer and |G| ≤ 48. For a crystal, G consists of the rotational parts of the space group, extended by −1 when time reversal holds. The integrand F is periodic, F(k + Rμ) = F(k), and invariant, F(Qk) = F(k). The task is to split the grid into classes related by G, so that the grid mean of F becomes (1/n)Σ w F(k) over one point per class, with w the class size.

**What goes wrong with the naive scheme**

The naive scheme stores the points as floating-point vectors, takes an unmarked point, rotates it with every Q and looks each image up in the list.

The first fault is that the floating-point image is not itself an address. Reducing f to [0,1) does not give one, since a coordinate that should be 0 can come out just below 1. Equality can still be decided safely for a pair. With η a common denominator of s, f = adj(H)(ηz + ηs)/(nη) and its image Xf have components that are multiples of 1/(nη), so a tolerance well below 1/(nη) on the difference modulo 1 is unambiguous. Used pairwise, this test means a search through the list. Rounding nηf to integers modulo nη gives an exact key instead, but the key ranges over (nη)³ values, so it needs a hash table or a sorted list rather than an array of n entries.

The second fault is the cost of that search. Finding the entry at position j by scanning takes j comparisons. Every point is an image at least once, since it belongs to the class of some representative, so

comparisons ≥ 1 + 2 + … + n = n(n + 1)/2.

Both faults vanish if an integer in 0…n−1 can be computed from z in a fixed number of operations and is the same for exactly those z that name the same point.

For diagonal H the rule is z_i mod H_ii. The obvious extension, making H triangular and reducing modulo its diagonal, fails. Take H with columns (2,1,0), (0,2,0), (0,0,1). The vectors z = 0 and z = (2,1,0) are the same point, yet modulo (2,2,1) they give (0,0,0) and (0,1,0). The cause is structural. The vector (2,0,0) is not in HZ³, since it needs the first column once and then 1 + 2b = 0, while (4,0,0) is twice the first column minus the second. The classes therefore form Z₄, in which (1,0,0) has order 4, and Z₂×Z₂ has no such element. A triangular H can still be used with carries: subtract the multiple of column 1 that brings z₁ into range, then treat z₂ with column 2, and so on. That also yields an address in fixed time, but it is not a separate remainder per component. A diagonal matrix removes the carries. For some H a new grid basis is enough: with columns (1,1,0), (0,2,0), (0,0,1), subtracting row 1 from row 2 gives diag(1,2,1). In general new bases are needed for both the grid and the reciprocal lattice. Unimodular row operations keep the gcd of each column and unimodular column operations keep the gcd of each row, so a diagonal form reached from one side alone needs the column gcds, or the row gcds, to multiply to n. For the first example, with columns (2,1,0), (0,2,0), (0,0,1) and n = 4, they are 1, 2, 1 and 2, 1, 1, with product 2 ≠ 4 in both cases.

**The Smith form**

There are unimodular U and V with

UHV = D = diag(d₁, d₂, d₃), d_i > 0, d₁ | d₂ | d₃.

Construction. Swapping two rows, negating one, or subtracting an integer multiple of one from another is left multiplication by a unimodular matrix, accumulated in U; the same column operations accumulate in V. Move the nonzero entry c of smallest magnitude to position (1,1), keeping the present corner in a tie. Subtract multiples of row 1 and of column 1 so that the rest of column 1 and row 1 become remainders modulo c. A nonzero remainder is smaller than |c|, and the next pass has a smaller pivot. If all remainders vanish but some entry of the lower 2×2 block is not divisible by c, add its row to row 1; the corner stays c because that row starts with 0, and the next pass either finds a smaller pivot or leaves a nonzero remainder. The positive integer |c| thus falls at least every second pass, and the loop ends with c alone in its row and column and dividing the whole block. Repeat on the block, which is nonsingular because H is. Integer combinations of multiples of c stay multiples of c, which gives the divisibility chain. Negating rows fixes the signs. Determinants give d₁d₂d₃ = ±n, and positivity selects +n.

Uniqueness of D. Each entry of UHV is an integer combination of entries of H, and conversely through U^(−1) and V^(−1), so the gcd of the entries is invariant; for D it is d₁. The entries of adj(H) are the 2×2 minors up to sign, and adj(D) = adj(V)adj(H)adj(U) with adj(U) = ±U^(−1) and adj(V) = ±V^(−1) unimodular, so their gcd is invariant as well. For adj(D) = diag(d₂d₃, d₁d₃, d₁d₂) it is d₁d₂, which divides the other two entries by the chain. With d₁d₂d₃ = n this fixes D. It does not fix U and V: negating a row of U and the matching column of V already leaves D unchanged. Labels are therefore meaningful only together with their U. For the matrix with columns (2,1,0), (0,2,0), (0,0,1), D = diag(1,1,4), in agreement with Z₄.

**The label and its inverse**

From UH = DV^(−1) and V^(−1)Z³ = Z³ follows UHZ³ = DZ³. Multiplying the equivalence condition by the invertible U gives

k ~ k′ if and only if Uz − Uz′ lies in DZ³,

which is a separate congruence for each component. Define

g_i = (Uz)_i mod d_i, label = (g₁d₂ + g₂)d₃ + g₃.

Equal g means equal point, and every g occurs because U maps Z³ onto Z³. The grid has d₁d₂d₃ = n points, and the mixed-radix label runs once over 0…n−1. For s = 0 the grid is a group under addition and the map is an isomorphism onto Z_d₁×Z_d₂×Z_d₃. For a shift that is not integer the sum of two points carries the shift 2s and leaves the grid, so the shifted grid is not a group. The bijection remains, and so do differences: k − k′ = K(z − z′) is the point of the unshifted grid whose g is g − g′ mod D. The group structure can be seen without U: for s = 0 and an integer h, the congruence hg ≡ 0 mod d holds for the multiples of d/gcd(h,d), so the number of points with hk ~ 0 is Π_i gcd(h, d_i).

For the inverse put z = U^(−1)g, and use H^(−1)U^(−1) = (UH)^(−1) = VD^(−1):

f = H^(−1)U^(−1)(g + Us) = VD^(−1)(g + Us).

In the reciprocal basis RV the grid is thus an ordinary d₁×d₂×d₃ mesh. Every generalized grid is a Monkhorst–Pack-type mesh in some basis of the reciprocal lattice, namely RV. The point Rf need not lie in the first Brillouin zone, which is harmless for periodic F.

**Rotations acting on labels**

In grid coordinates, with K^(−1) = HR^(−1),

K^(−1)Qk = X_K(z + s), X_K = K^(−1)QK = HXH^(−1).

The image is on the grid when X_K(z + s) − s is integer. Demanding this for z = 0 makes t₀ = X_K s − s integer; demanding it for the three unit vectors and subtracting makes the columns of X_K integer. Conversely these two conditions suffice, with z′ = X_K z + t₀. The operations that pass form a subgroup G_grid: products pass, and the inverse of an element of finite order is one of its powers.

Multiplying z′ by U and inserting z = U^(−1)g,

g′ = Mg + τ mod D, M = UX_K U^(−1), τ = Ut₀.

This must not depend on which integer vector represents g. With UH = DV^(−1) and the integer matrix Y = V^(−1)XV,

M = (UH)X(UH)^(−1) = DYD^(−1), MD = DY,

so replacing g by g + Dμ changes g′ by DYμ, which vanishes modulo D. Componentwise M_ij = d_i Y_ij/d_j. For i ≥ j this is an integer by the chain, so only three conditions remain, d_j/d_i dividing Y_ij for i < j. When all d_i are equal, H is a multiple of a unimodular matrix and every Q keeps the unshifted grid. Row i of M and τ_i may be reduced modulo d_i, since that changes g′_i by a multiple of d_i. All entries are then below d₃ ≤ n, and the arithmetic is exact in machine words as long as 3n² + n fits.

**The folding loop and its exact cost**

Keep an array of n flags. Scan the labels upward; at an unmarked label, apply all (M, τ) of G_grid and mark the images with that label. Since G_grid is a group, its orbits partition the labels, so the images are exactly one orbit and none was marked by an earlier representative. Two operations Q, Q′ give the same image when Q^(−1)Q′ fixes the point, so each image appears |Stab| times and w = |G_grid|/|Stab|.

The loop makes n_irr|G_grid| label evaluations, n_irr being the number of orbits. Count the pairs (Q, point) with the point fixed by Q in two ways, writing Fix(Q) for the number of fixed points:

Σ_Q Fix(Q) = Σ_points |G_grid|/w = |G_grid| Σ_orbits w·(1/w) = n_irr|G_grid|.

This is Burnside's lemma, and it gives the cost exactly. The identity contributes n and no term exceeds n, so

n ≤ evaluations = Σ_Q Fix(Q) ≤ n|G_grid| ≤ 48n.

"Linear" means this count plus one scan of n flags, in word-size operations, after a set-up on 3×3 matrices whose cost depends on the entries of H and not on any list of points.

Fix(Q) can be found without the grid and without the Smith form. A point is fixed when (X_K − 1)z + t₀ lies in HZ³. Since X_K H = HX, the matrix X_K − 1 defines a homomorphism φ of the group Z³/HZ³ of order n. The equation φ(z) = −t₀ has either no solution or |ker φ| solutions. From |ker φ||im φ| = n, the kernel has as many elements as the quotient by the image, which is the index in Z³ of the lattice spanned by the six columns of [X_K − 1 | H]. That index is the gcd of the 3×3 minors. To see it, clear the rows one after another by Euclid's algorithm on columns, reaching [C₀ | 0] with the same lattice. By multilinearity of the determinant each new minor is an integer combination of old ones and conversely, so the gcd is unchanged; at the end it is |det C₀|, which is the index by the counting result above. A solution exists when t₀ lies in the lattice, that is, when appending t₀ as a seventh column leaves the gcd unchanged; otherwise Fix(Q) = 0.

**Operations that do not keep the grid**

For Q outside G_grid there is no map on labels, but single points may still land on the grid, and F is equal at such pairs. With s = σ/η (σ an integer vector, η a positive integer) and the integer matrix P = HX adj(H) = nX_K,

nη z′ = P(ηz + σ) − nσ,

and the image is on the grid exactly when the right side is divisible by nη. The test depends only on the point: z → z + Hμ adds ηPHμ = nηHXμ, which preserves divisibility and moves z′ by HXμ. Relation by G is an equivalence on all k, and its restriction to the grid still partitions the grid. Applying all of G to a representative finds its whole class, at a cost of |G| tests per class and at most n|G| in all. The weights must now be counted, and the Burnside identity no longer applies.

One condition matters here. For a quantity that is not invariant but transforms under G, such as the contribution of k to the charge density at a fixed position, Σ w F(k) over the representatives is not the grid sum. The weights apply to the average F̄(k) = (1/|G|)Σ_Q F(Qk), which is invariant, and then give the grid sum of F̄. When every Q in the average keeps the grid, each Q permutes the points, so the grid sum of F̄ equals the plain grid sum of F. Otherwise it is the mean of the sums of F over the rotated grids, which in general differs from the plain grid sum.

**What the grid integrates**

Folding changes the cost, not the quadrature, so the error follows from H and s. For a lattice vector Aμ,

k·Aμ = f^T R^T Aμ = 2π f·μ = 2π(z + s)·l, l = H^(−T)μ = N^(−1)μ.

Let S = Σ exp(2πi z·l) over the n classes; it is well defined because z → z + Hν adds ν·H^T l = ν·μ, an integer. Adding the unit vector e_j permutes the classes, so S = exp(2πi l_j)S and S = 0 unless l is integer, in which case S = n. The grid mean of exp(ik·Aμ) is therefore exp(2πi s·l) when Aμ is a supercell vector ANl, and 0 otherwise. The exact zone mean keeps only μ = 0; the terms with l ≠ 0 are the aliasing error.

**Worked example: fcc lattice, simple cubic supercell**

Take the model parameters a = 4 Å and t = 1 eV, with columns of A equal to (a/2)(0,1,1), (a/2)(1,0,1), (a/2)(1,1,0). Wave vectors are given in units of 2π/a = 1.5708 Å⁻¹, in which the columns of R are (−1,1,1), (1,−1,1), (1,1,−1). The band is ε = −tΣ cos(k·δ) over the 12 neighbours δ. The four neighbours (a/2)(±1,±1,0) give 2cos(α + β) + 2cos(α − β) = 4cos α cos β, so with c_x = cos(πk_x) and so on,

ε = −4t(c_x c_y + c_y c_z + c_z c_x).

A cube of side ma has H = m[[−1,1,1],[1,−1,1],[1,1,−1]] (rows listed), K = (1/m)·1 and n = 4m³. For m = 2, n = 32, and

U = [[−1,0,0],[1,1,0],[1,0,1]], V = [[1,1,1],[0,0,1],[0,1,0]].

The rows of UH are (2,−2,−2), (0,0,4), (0,4,0). Multiplying by V turns them into (2,0,0), (0,4,0), (0,0,4), so D = diag(2,4,4), and by scaling D = diag(m,2m,2m) for any m. The label rule and its inverse are

g = (−z₁ mod 2, z₁ + z₂ mod 4, z₁ + z₃ mod 4), z = (−g₁, g₁ + g₂, g₁ + g₃).

The fourfold rotation about z has X_K z = (−z₂, z₁, z₃) = (−g₁ − g₂, −g₁, g₁ + g₃). Applying U gives g′ = (g₁ + g₂, −2g₁ − g₂, −g₂ + g₃), and after reduction M = [[1,1,0],[2,3,0],[0,3,1]]. Label 7 = (0·4 + 1)·4 + 3 has g = (0,1,3), and Mg = (1,3,6) ≡ (1,3,2), label (1·4 + 3)·4 + 2 = 30. For s = (½,½,½), t₀ = (−½,½,½) − (½,½,½) = (−1,0,0) and τ = Ut₀ = (1,−1,−1) ≡ (1,3,3), so label 7 goes to (2,6,5) ≡ (0,2,1), label 9.

All 48 operations keep both grids. For s = 0 the representatives are:

label 0: k = (0,0,0), Γ, w = 1, ε = −12 eV
label 1: k = (0,0,½), w = 6, ε = −4 eV
label 2: k = (0,0,−1), X, w = 3, ε = 4 eV
label 5: k = (0,½,½), w = 12, ε = 0
label 6: k = (−1,−½,0), W, w = 6, ε = 4 eV
label 16: k = (½,−½,−½), L, w = 4, ε = 0

The weights add to 32 and the cost is 6·48 = 288. The half shift leaves two points, (¼,¼,¼) with w = 8 and ε = −6 eV and (¼,¼,¾) with w = 24 and ε = 2 eV, at a cost of 2·48 = 96.

The moments check points and weights together. The neighbour set is symmetric under δ → −δ, so Σcos = Σexp, and ε^p = (−t)^p Σ exp(ik·L) over all p-step walks with end point L. A step changes a coordinate by at most a/2, so the shortest supercell vector (2a,0,0) needs four steps, and p = 2, 3 are exact. Indeed ⟨ε²⟩ = (144 + 15·16)/32 = 12 eV², and ⟨ε³⟩ = −48 eV³ on both grids. For p = 4 there are 540 closed walks. A walk to (2a,0,0) advances in x at every step while its side steps in ±y, ±z cancel, which happens in 6 + 6 + 24 = 36 ways (all in y, all in z, one pair in each); there are 6 such end points. A walk to (2a,2a,0) is unique, with 12 end points. The vector (2a,2a,2a) needs six steps, as each step changes two coordinates only. The half shift gives the phase (−1)^(l₁+l₂+l₃). Hence

s = 0: 540 + 6·36 + 12·1 = 768, and (12⁴ + 15·4⁴)/32 = 24576/32 = 768 eV⁴,

half shift: 540 − 6·36 + 12·1 = 336, and (8·6⁴ + 24·2⁴)/32 = 10752/32 = 336 eV⁴.

Relative to the exact 540 eV⁴ the errors are +42 % and −38 %. The shift reverses the sign of the leading alias without removing it; for this moment its gain is two points instead of six. For p = 6 the values are 95232 and 11712 eV⁶ against the exact 42240 eV⁶, so neither of these two grids resolves that moment.

**Cost as the grid grows**

For s = 0 and even m the fixed points can be counted by hand. The reciprocal lattice consists of integer triples of equal parity. The cube [0,2)³ holds (2m)³ grid points and contains each class twice, as k and k + (1,1,1). So Fix(Q) is half the number of solutions, modulo 2, of Qk − k ≡ (0,0,0) (even case) or (1,1,1) (odd case). A free coordinate has 2m values; 2x ≡ 0 has the solutions 0 and 1; 2x ≡ 1 has ½ and 3/2, which are on the grid because m is even. Conjugate operations have equal Fix, since conjugation maps one fixed set onto the other, so one operation per class suffices. A zero component of Qk − k excludes the odd case.

E: 8m³/2 = 4m³.
3 mirrors (−x,y,z): difference (−2x,0,0), 2(2m)²/2 = 4m².
6 mirrors (y,x,z): y ≡ x, (2m)²/2 = 2m².
3 C₂ (−x,−y,z): 2·2·2m/2 = 4m.
6 C₂′ (y,x,−z): y ≡ x with 2z ≡ 0, or y ≡ x + 1 with 2z ≡ 1, (4m + 4m)/2 = 4m.
6 C₄ (−y,x,z): y ≡ x and 2x ≡ 0, 2·2m/2 = 2m.
8 C₃ (z,x,y): the three differences add to 0, which excludes the odd case; x ≡ y ≡ z, 2m/2 = m.
Inversion: (8 + 8)/2 = 8.
6 S₄ (−y,x,−z): y ≡ x or y ≡ x − 1, in both cases 2x ≡ 0 and two values of z, (4 + 4)/2 = 4.
8 S₆ (−z,−x,−y): y ≡ z ≡ b − x for parity b, then y + z ≡ b gives 2x ≡ b, (2 + 2)/2 = 2.

Summing with multiplicities, the m² terms give 12 + 12, the m terms 12 + 24 + 12 + 8, and the constants 8 + 24 + 16:

evaluations = 4m³ + 24m² + 56m + 48, evaluations/n = 1 + 6/m + 14/m² + 12/m³.

For m = 2 this is 32 + 96 + 112 + 48 = 288, or 9 per point. For m = 4, 8, 16, 24 the loop made 912, 4080, 23472 and 70512 evaluations, or 3.56, 1.99, 1.43 and 1.28 per point, with n_irr = 19, 85, 489 and 1469. In this family the cost tends to one evaluation per point, far below the bound 48, and the leading excess 6/m comes from the mirror planes. For odd m the odd-case counts that need ½ drop out and the polynomial does not apply.

The search makes at least n(n + 1)/2 comparisons and at most n per image, hence at most 48n², so it is of order n². The count depends on the order of the list; the figures here are for points sorted lexicographically by their fractional coordinates in [0,1). At n = 32 it needed 3936 comparisons against 288 evaluations; at n = 500 (m = 5) it needed 302976, above the bound 125250, against 1344 evaluations. That is 225 comparisons per image, a little under half the list. A comparison and an evaluation are different units of work, so these figures are not a ratio of run times. Between the two grids n² grows by a factor 244 but the comparisons only by 77, because the images per point fall from 9 to 2.69 while the comparisons per image stay near 0.43n and 0.45n.

**A grid that breaks the symmetry**

For H = diag(2,2,4), n = 16, the entries of X_K are H_ii X_ij/H_jj, so X₁₃ and X₂₃ must be even. The columns of X are the images of the basis vectors b₁, b₂, b₃, which lie among the eight shortest vectors ±b₁, ±b₂, ±b₃, ±(b₁ + b₂ + b₃). The condition leaves b₃ → ±b₃. The 48 operations permute the four lines transitively, so |G_grid| = 48/4 = 12. The four L points b₁/2, b₂/2, b₃/2 and (b₁ + b₂ + b₃)/2 are all on the grid. G_grid keeps b₃/2 apart, while the threefold axis along b₃ relates the other three; the full group joins all four. This one merger accounts for the drop from 6 to 5 classes. The folding costs 5·48 = 240 tests in place of 6·12 = 72 evaluations and saves one evaluation of F in six, and ⟨ε⁴⟩ = 1512 eV⁴ either way, as invariance requires.

The numerical check asserts the label bijection, the inverse map, the invariance criterion, the action (M, τ), the gcd formula for Fix, both partitions and the cost identity on 34 further grids over fcc, hexagonal, tetragonal and monoclinic lattices, against points listed by closure and folded by Cartesian rotation and search.

Computed values

```
random and symmetric grids checked against brute force: 34
triangular H = [[2, 0, 0], [1, 2, 0], [0, 0, 1]] Smith d = [1, 1, 4]
fcc a = 4.0 Angstrom, t = 1.0 eV, 2pi/a = 1.570796 1/Angstrom
H = [[-2, 2, 2], [2, -2, 2], [2, 2, -2]] n = 32 d = [2, 4, 4]
U = [[-1, 0, 0], [1, 1, 0], [1, 0, 1]]
V = [[1, 1, 1], [0, 0, 1], [0, 1, 0]]
C4z: X = [[0, 1, 0], [0, 1, -1], [-1, 1, 0]]
C4z: XK = [[0, -1, 0], [1, 0, 0], [0, 0, 1]]
C4z: M mod d = [[1, 1, 0], [2, 3, 0], [0, 3, 1]] t (half shift) = [1, 3, 3]
C4z, s = [0. 0. 0.]: label 7 g [0 1 3] -> g [1 3 2] label 30
C4z, s = [0.5 0.5 0.5]: label 7 g [0 1 3] -> g [0 2 1] label 9
s = [0. 0. 0.]: |G_grid| = 48, n_irr = 6, sum Fix = 288, evaluations = 288
  label 0 g [0 0 0] k = [0. 0. 0.] 2pi/a, weight 1, eps = -12.0000 eV
  label 1 g [0 0 1] k = [0.  0.  0.5] 2pi/a, weight 6, eps = -4.0000 eV
  label 2 g [0 0 2] k = [ 0.  0. -1.] 2pi/a, weight 3, eps = 4.0000 eV
  label 5 g [0 1 1] k = [0.  0.5 0.5] 2pi/a, weight 12, eps = 0.0000 eV
  label 6 g [0 1 2] k = [-1.  -0.5  0. ] 2pi/a, weight 6, eps = 4.0000 eV
  label 16 g [1 0 0] k = [ 0.5 -0.5 -0.5] 2pi/a, weight 4, eps = 0.0000 eV
s = [0.5 0.5 0.5]: |G_grid| = 48, n_irr = 2, sum Fix = 96, evaluations = 96
  label 0 g [0 0 0] k = [0.25 0.25 0.25] 2pi/a, weight 8, eps = -6.0000 eV
  label 1 g [0 0 1] k = [0.25 0.25 0.75] 2pi/a, weight 24, eps = 2.0000 eV
<eps^2> eV^2: exact 12.0, s=0 12.0000, half shift 12.0000
<eps^3> eV^3: exact -48.0, s=0 -48.0000, half shift -48.0000
<eps^4> eV^4: exact 540.0, s=0 768.0000, half shift 336.0000
<eps^6> eV^6: exact 42240.0, s=0 95232.0000, half shift 11712.0000
4-step walks to (2a,0,0): 36  to (2a,2a,0): 1
m=2 class ops x Fix: C2:3x8 md:6x8 i:1x8 C2':6x8 S4:6x4 C3:8x2 S6:8x2 m:3x16 C4:6x4 E:1x32
m=2: d=[2, 4, 4] n=32 n_irr=6 evaluations=288 per point=9.0000
m=4: d=[4, 8, 8] n=256 n_irr=19 evaluations=912 per point=3.5625
m=8: d=[8, 16, 16] n=2048 n_irr=85 evaluations=4080 per point=1.9922
m=16: d=[16, 32, 32] n=16384 n_irr=489 evaluations=23472 per point=1.4326
m=24: d=[24, 48, 48] n=55296 n_irr=1469 evaluations=70512 per point=1.2752
m=2: n=32 label evaluations=288 search comparisons=3936 n(n+1)/2=528
m=3: n=108 label evaluations=480 search comparisons=22056 n(n+1)/2=5886
m=4: n=256 label evaluations=912 search comparisons=103520 n(n+1)/2=32896
m=5: n=500 label evaluations=1344 search comparisons=302976 n(n+1)/2=125250
H=diag(2,2,4): n=16 |G_grid|=12 n_irr(G_grid)=6 n_irr(full G)=5
H=diag(2,2,4): <eps^4> = 1512.0000 (G_grid), 1512.0000 (full G) eV^4
```
